Clockwise and counterclockwise polar vortices have the same winding number

A counterclockwise polar vortex and a clockwise one both have winding number +1. What differs in sign is their toroidal moment. In a model disc of radius 8 nm with a polarization of 70 µC/cm², the toroidal moments per volume are +186.5 and −186.5 nm µC/cm², while the two winding numbers are +1 and +1. Winding −1 belongs to a different texture, the antivortex.

The contrary belief runs as follows. The two vortices are opposites: reverse every dipole of one and the other appears. A winding number is a signed integer that describes how a vector field turns, so opposite vortices should have opposite integers. The first sentence is right, and the toroidal moment bears it out. The error lies in the inference, because the winding number does not change when all dipoles are reversed.

**What the winding number counts**

Let the z axis point towards the viewer, and let (Px, Py) be the in-plane polarization. On a closed loop where it does not vanish, write

Px = p cos θ,  Py = p sin θ,  p > 0.

The winding number is the number of full turns that the arrow makes while the loop is traversed once:

w = (1/2π) ∮ dθ.

The loop is traversed counterclockwise, whatever the texture. Since the arrow returns to its initial direction, w is an integer.

Let φ be the polar angle of position. In a counterclockwise vortex the arrow is parallel to (−sin φ, cos φ), and in a clockwise one to (sin φ, −cos φ). These unit vectors can be rewritten as

(−sin φ, cos φ) = (cos(φ + π/2), sin(φ + π/2)),
(sin φ, −cos φ) = (cos(φ − π/2), sin(φ − π/2)).

So θ = φ + π/2 in the first case and θ = φ − π/2 in the second. The constant drops out of dθ, and both give

w = (1/2π) ∫₀^{2π} dφ = +1.

The compass shows the same thing. Visit the east, north, west and south sides of a clockwise vortex in that order. The arrows point south, east, north and west. From south to east is a quarter turn counterclockwise, and so is each later step. The arrows circulate clockwise about the core, yet their direction turns counterclockwise as the observer walks counterclockwise.

The tempting mistake is to walk along the arrows. Around the clockwise vortex this means walking the loop backwards, which changes the sign of the integral and gives −1. That sign describes the walker's path. Two textures can be compared only if both loops are traversed in the same sense.

**Reversal in general**

The argument does not need a round vortex. Differentiating the components gives

dPx = cos θ dp − p sin θ dθ,
dPy = sin θ dp + p cos θ dθ.

Multiply the second line by Px, the first by Py, and subtract. The terms in dp cancel, and cos²θ + sin²θ = 1 leaves

Px dPy − Py dPx = p² dθ.

Therefore

dθ = (Px dPy − Py dPx)/(Px² + Py²).

Replacing P by −P changes the sign of both factors in every product, so dθ and w are unchanged.

A mirror does not produce opposite winding either. Under x → −x, both the position and the x component of the dipole are reflected, so the new angle at φ is

θ′(φ) = π − θ(π − φ).

For θ = φ + α this is θ′ = π − (π − φ) − α = φ − α. The winding stays +1, while α = π/2 becomes −π/2: the mirror image of a counterclockwise vortex is a clockwise one. If instead Px is reversed and every dipole stays in place, then θ′ = π − θ = −φ + π − α, and the winding is −1. This is an antivortex.

A local formula separates the two signs. Near a simple zero of the in-plane field, P = Jr to first order, where J is a 2 × 2 matrix with nonzero determinant. On a small circle,

Px dPy − Py dPx = (J₁₁x + J₁₂y)(J₂₁dx + J₂₂dy) − (J₂₁x + J₂₂y)(J₁₁dx + J₁₂dy).

The terms in x dx and y dy cancel. The rest is

(J₁₁J₂₂ − J₁₂J₂₁)(x dy − y dx) = det J · r² dφ.

With n = r/r, division by |P|² = r²|Jn|² gives

dθ/dφ = det J/|Jn|².

The sign is the same all round the circle. Since J is invertible, different directions n go to different directions of P, so the arrow passes each direction once. Hence w = sign(det J). The net circulation round the small circle has instead the sign of the curl, J₂₁ − J₁₂. Under J → −J the curl changes sign, but the determinant, being a sum of products of two elements, does not.

**The quantity that does change sign**

The toroidal moment per volume, taken about the disc centre, is

G = (1/2V) ∫ (xPy − yPx) dV.

Moving the origin to (x₀, y₀) adds −(x₀⟨Py⟩ − y₀⟨Px⟩)/2, where the brackets are volume averages. For a centred vortex these averages vanish, and G does not depend on the origin. It is odd under P → −P because it is linear in P.

Take a disc of radius R and height h, with θ = mφ + α and magnitude p(r) independent of z. Then

xPy − yPx = r p(r)(cos φ sin θ − sin φ cos θ) = r p(r) sin[(m − 1)φ + α].

For an integer m other than 1 the angular average is zero, so the antivortex, m = −1, has G = 0. For m = 1 the sine is the constant sin α. With dV = h r dr dφ and V = πR²h,

G = (sin α/R²) ∫₀^R r² p(r) dr.

Let the magnitude rise linearly to Ps within a core of radius a and stay at Ps outside. The integral is

Ps[a³/4 + (R³ − a³)/3] = Ps(R³/3 − a³/12),

so that

G = Ps sin α [R/3 − a³/(12R²)].

With Ps = 70 µC/cm², R = 8 nm and a = 1.2 nm, the bracket is 2.6667 − 0.0023 = 2.6644 nm. Hence G = ±186.5 nm µC/cm², or ±11.6 e/nm, with the plus sign for the counterclockwise vortex. The core matters little because it is small and close to the axis.

The formula also describes a path between the two vortices. Rotate every dipole in place so that α falls from 90° to −90°. At 90°, 45°, 0°, −45° and −90°, G is 186.5, 131.9, 0, −131.9 and −186.5 nm µC/cm². The winding is +1 throughout. Conservation of winding therefore does not forbid reversal of the circulation.

Without screening by free charges, electrostatics does oppose this path. The radial component is p cos α, so the volume bound charge density is

−∇·P = −(cos α/r) d(rp)/dr.

Integrated over the disc, it gives −2πRhPs cos α. For h = 4 nm and α = 0 this is −878 e, compensated by an equal positive charge on the rim. Separated charges have field energy. The two vortices have neither volume nor surface bound charge. Other routes, on which P shrinks through zero or tilts out of the plane, may cost less; this calculation does not rank them. If the in-plane part vanishes on the loop along such a route, w is undefined at that moment, but it is +1 at both ends.

**Neither number determines the other**

The halfway texture, with all arrows pointing outwards, has w = +1 and G = 0. The converse case is a wall between antiparallel domains in which the polarization turns within the plane:

P = Ps(−tanh(y/δ), 1/cosh(y/δ)).

Here Py is positive everywhere, so θ stays between 0 and π and cannot complete a turn: w = 0. Yet the opposite domains have a moment. The term xPy averages to zero by symmetry in x, leaving

G = (Ps/2)⟨y tanh(y/δ)⟩.

For a thin wall this tends to Ps⟨|y|⟩/2 = 2PsR/(3π), since ⟨|y|⟩ = 4R/(3π) over a disc. A finite wall lowers it; numerical integration for δ = 1 nm gives 116.6 nm µC/cm². This value refers to the disc centre, because the wall has a nonzero mean Py. A large toroidal moment alone is thus no evidence of a vortex.

**Why the difference matters in an array**

If two vortices of opposite circulation had windings +1 and −1, the winding would allow them to meet and vanish as a pair. The true count is different. When a region is divided into smaller loops, the shared edges are traversed in opposite directions and cancel, so the winding of the outer loop is the sum over the zeros inside. For one clockwise and one counterclockwise vortex the sum is +2.

Suppose the texture changes continuously and its in-plane part never vanishes on the outer loop. Then w changes continuously, and being an integer it is constant. If no zero remained inside, the loop could be shrunk to a point, where the arrow has one direction and w = 0. So the pair cannot annihilate by itself. The argument fails if a zero crosses the loop, for example when a vortex leaves through a surface or an antivortex arrives. A vortex and an antivortex have total winding 0, so for them the winding allows annihilation.

A periodic pattern shows how the count balances. With dimensionless coordinates, let

P ∝ (∂ψ/∂y, −∂ψ/∂x),  ψ = sin x sin y.

With subscripts for derivatives, the matrix J at a zero has rows (ψxy, ψyy) and (−ψxx, −ψxy). Therefore

det J = ψxx ψyy − ψxy²,
curl = −(ψxx + ψyy) = 2ψ.

At a maximum or a minimum of ψ the determinant is positive, so both are vortices with w = +1. The curl makes the maxima counterclockwise and the minima clockwise. At a saddle the determinant is negative, and w = −1. One period in each direction contains two counterclockwise vortices, two clockwise ones and four antivortices, with total winding 0. The total must vanish because opposite edges of the cell carry the same field and are traversed in opposite directions. It is the antivortices that balance the vortices, not one circulation that balances the other.

**What can tell the two apart**

To first order in an applied field E, with the texture held fixed, the energy is U = −∫P·E dV. For a gradient field E = −∇f,

U = ∫P·∇f dV = ∮ f P·n dS − ∫ f ∇·P dV = 0,

where n is now the outward surface normal. Both terms vanish because the ideal vortex has no surface or volume bound charge. A static electric field is a gradient, so at this order it does not distinguish the two circulations of the centred round vortex. This fails as soon as the texture has bound charge on the rim. A core displaced by a small distance s gives a mean polarization of about Ps s/R, perpendicular to the displacement and opposite for the two circulations. A uniform field E along it splits them by about 2VE Ps s/R, which is 0.9 eV for s = 0.01 nm at 1 MV/cm.

A field whose curl is uniform, of size C along z, can be written as (C/2)(−y, x) plus a gradient. The gradient drops out, and

U = −(C/2) ∫(xPy − yPx) dV = −VCG.

The clockwise and counterclockwise states are then split by 2VC|G|.

Consider an electromagnetic wave of frequency 1 THz and peak field 1 MV/cm, with its magnetic field along the disc axis. Its wavelength far exceeds the disc, so the curl is nearly uniform. By Faraday's law, with the vacuum wave's magnetic field, its peak is

C = 2πfE/c = 2.10 × 10¹² V/m²,

where f is now the frequency. The volume is V = π(8 nm)²(4 nm) = 8.04 × 10⁻²⁵ m³, and |G| = 1.865 × 10⁻⁹ C/m. The splitting at the peak is 39 meV, against kT = 26 meV at 300 K. It changes sign every half cycle, so it is not a lasting bias, and it is no estimate of a switching threshold. It is also small: the uniform part of the same wave gives an equal splitting if the core is off centre by only about 0.0004 nm across the field, so in a real disc the curl term would not dominate.

**The disc and a real ferroelectric**

The polarization and the cell size of 0.4 nm are rough values in the regime of lead titanate. Alternating polar vortices a few nanometres across are known in superlattices of lead titanate and strontium titanate. The disc here is a prescribed texture, not a minimum of a computed energy.

One idealization is the smooth rotation, since a tetragonal crystal favours polarization along its axes. In the extreme case there are four domains separated by 90° walls. Within each, the angle between P and the circular direction runs from −45° to 45°, so the average cosine multiplies G by

sin(π/4)/(π/4) = 2√2/π = 0.900.

The moment falls by 10% from the round vortex. In a round disc these domains leave bound charge on the rim, with a normal component up to Ps sin 45°, so a static field of fourfold symmetry can distinguish the two circulations. The arrow makes four quarter turns, and w stays +1 for both circulations. Shifting the core rigidly by 2 nm lowers |G| about the disc centre by 4.6%, by numerical integration. The mean polarization is then about 17 µC/cm², so G depends on the origin: about the core it rises by 4.7% instead. The shift leaves w unchanged for a loop that still encloses the core.

If the core keeps |P| = Ps by tilting out of the plane, the mean Pz is (2/3)(a/R)²Ps = 1.05 µC/cm². Neither w nor G contains Pz, so neither changes.

Thermal noise can be sized by treating each cell, of volume v, as an independent harmonic dipole with a rough susceptibility χ = 100. Equipartition of the energy v(δP)²/(2ε₀χ) gives

δP = √(kTε₀χ/v) = 24 µC/cm²

per component. For a given χ, coupling that penalizes differences between cells adds stiffness and lowers this figure. It is not a bound for lead titanate, however: the susceptibility transverse to P is larger than along it, and where the round vortex points along a diagonal the anisotropy alone gives no restoring force against rotation. In 1000 random samples for each vortex, a square loop of cells, with its sides 3.8 nm from the axis, had w = +1 in 98.8% of the counterclockwise cases and 99.3% of the clockwise ones. The difference is compatible with sampling error, about 0.3 percentage points for each. After averaging over blocks of 2 × 2 cells, all samples gave +1. The single-cell rate depends strongly on χ: it drops to about 86% for χ = 200 and 63% for χ = 300, while the block averages stay at 99.9% or better. A map of single cells can therefore miscount, but the noise does not favour opposite winding for opposite circulation.
